# Typical Coverage of a Jammed Chain: Counting States versus Filling at Random

## Problem

A long chain of $L$ adsorption sites takes up molecules. Each site is empty or holds one molecule, and two neighbouring sites can't both be occupied. A configuration is *jammed* if no further molecule fits, that is, if every empty site has at least one occupied neighbour. Give every jammed configuration of the chain the same weight. What coverage $\theta=N/L$, with $N$ the number of molecules, does a typical configuration have as $L\to\infty$?

## A tempting solution

It seems natural to produce a random jammed configuration by filling the chain at random. Start from the empty chain, try sites without preference, accept an attempt if the site and both its neighbours are empty, and stop when nothing more fits. This is random sequential adsorption (RSA). Molecules neither move nor leave.

Let $\tau$ be time multiplied by the attempt rate per site, so that each site is tried at unit rate. Let $P_n(\tau)$ be the probability that $n$ given consecutive sites are all empty, with $n\ge2$. Adsorption is irreversible, so sites that are empty at $\tau$ were empty at all earlier times. Each of the $n-2$ interior sites therefore had empty neighbours throughout, and any attempt on it would have succeeded. Hence none was made, which has probability $e^{-(n-2)\tau}$. Whether the two end sites also stayed empty depends only on attempts at these sites and beyond them, so this factor, $\phi(\tau)$, does not depend on $n$:

$$P_n(\tau)=e^{-(n-2)\tau}\phi(\tau),\qquad \phi(0)=1 .$$

To find $\phi$, take $n=2$. An empty pair is destroyed by adsorption on either of its sites. Each adsorption also needs the outer neighbour to be empty, so three consecutive sites must be empty:

$$\frac{dP_2}{d\tau}=-2P_3\quad\Rightarrow\quad \frac{d\phi}{d\tau}=-2e^{-\tau}\phi\quad\Rightarrow\quad \phi=\exp[-2(1-e^{-\tau})].$$

A given site becomes occupied at the rate $P_3$, because it and its two neighbours must be empty. With $u=1-e^{-\tau}$ and $du=e^{-\tau}d\tau$,

$$\theta(\tau)=\int_0^\tau e^{-\tau'}\phi(\tau')\,d\tau'=\int_0^{u}e^{-2u'}du'=\tfrac12\left[1-e^{-2(1-e^{-\tau})}\right].$$

For $\tau\to\infty$ this gives

$$\theta_{\rm RSA}=\frac{1-e^{-2}}{2}=0.432 .$$

The tempting conclusion is that, since no site was preferred at any step, no jammed configuration is preferred at the end, and the answer is 0.432.

## Where the argument fails

The kinetics is right; a simulated filling of 400,000 sites ends at 0.4319. The last inference is wrong. Equal chances for the next site do not give equal chances for the final configuration.

A ring of six sites shows this. It has five jammed configurations: two dense ones with three molecules on alternate sites, and three sparse ones with two molecules on opposite sites. Put the first molecule on site 0. Sites 1 and 5 are blocked, and sites 2, 3 and 4 are free.

- With probability $1/3$ the second molecule takes site 3. Nothing more fits, and the state is sparse.
- With probability $2/3$ it takes site 2 or site 4. The other of these two is then still free and is filled later, so the state is dense.

By symmetry each dense state has probability $(2/3)/2=1/3$, and each sparse state has $(1/3)/3=1/9$. Equal weighting would give each $1/5$. The mean coverage of this ring is $\frac16\left(3\cdot\frac23+2\cdot\frac13\right)=\frac49$ under RSA, but $\frac16\cdot\frac{2\cdot3+3\cdot2}{5}=\frac25$ under equal weighting.

In general, the probability of a filling history is a product of factors $1/(\text{number of free sites})$, and the probability of a final state is the sum over all orders in which its molecules can arrive. Nothing makes these sums equal. On a ring of twelve sites, the probabilities can be followed through all partial fillings. Relative to equal weighting, the mean RSA probability of a state is 0.358 for the 3 states with four molecules, 0.892 for the 24 states with five, and 3.263 for the 2 states with six. On these rings RSA favours dense states.

The question asked for a count of configurations. No filling process is needed to answer it.

## The right solution

### Counting the configurations

Close the chain into a ring; for a long chain the ends do not affect the leading order. Consider the distance between successive molecules. Distance 1 is forbidden. Distance 4 or more leaves an empty site with two empty neighbours, where another molecule fits. Distances 2 and 3 leave no such site. A ring configuration is therefore jammed exactly when all its distances are 2 or 3.

Let $n_2$ and $n_3$ be the numbers of these distances. There are as many distances as molecules, and they add up to the length of the ring:

$$n_2+n_3=N,\qquad 2n_2+3n_3=L .$$

Subtracting twice the first equation from the second gives $n_3=L-2N$, and then $n_2=N-n_3=3N-L$. Neither number can be negative, so $1/3\le\theta\le1/2$.

To count the configurations $W(N)$, mark one molecule. The marked molecule can be at any of $L$ sites, and the $N$ distances that follow it can be ordered in $\binom{N}{n_3}$ ways. Each configuration has been counted $N$ times, once for each choice of marked molecule. Hence

$$W(N)=\frac{L}{N}\binom{N}{L-2N}.$$

For $L=6$ this gives $W(2)=3$ and $W(3)=2$, as found above.

### Finding the maximum

Use $\ln m!=m\ln m-m+O(\ln m)$. The linear terms cancel because $N=n_2+n_3$, which leaves

$$\ln W=N\ln N-n_2\ln n_2-n_3\ln n_3+O(\ln L).$$

Insert $N=L\theta$, $n_2=L(3\theta-1)$ and $n_3=L(1-2\theta)$. The terms in $\ln L$ cancel for the same reason, so $\ln W=L\,s(\theta)+O(\ln L)$ with

$$s(\theta)=\theta\ln\theta-(3\theta-1)\ln(3\theta-1)-(1-2\theta)\ln(1-2\theta).$$

The constants in the first derivative are $1-3+2=0$, and therefore

$$s'=\ln\theta-3\ln(3\theta-1)+2\ln(1-2\theta),$$

$$s''=\frac1\theta-\frac{9}{3\theta-1}-\frac{4}{1-2\theta}.$$

Between $1/3$ and $1/2$, the first term of $s''$ is below 3 and the second is below $-18$, so $s''<0$. Since $s'$ runs from $+\infty$ to $-\infty$ over this interval, there is one maximum $\theta_*$. Setting $s'=0$ gives

$$\theta(1-2\theta)^2=(3\theta-1)^3 .$$

Expanding both sides,

$$\theta-4\theta^2+4\theta^3=27\theta^3-27\theta^2+9\theta-1,$$

$$f(\theta)\equiv23\theta^3-23\theta^2+8\theta-1=0 .$$

The derivative $f'=69\theta^2-46\theta+8$ has discriminant $46^2-4\cdot69\cdot8=-92$. It never vanishes, so $f$ has a single real root. From $f(0.4110)=-3.7\times10^{-4}$ and $f(0.4115)=+3\times10^{-6}$, the root lies between these points, very near the upper one:

$$\boxed{\theta_*=0.411}$$

### Why this coverage is typical

A maximum of $s$ would mean little if other coverages held a comparable share of the configurations. Outside any fixed interval around $\theta_*$, $s$ lies below its maximum by at least some $\delta>0$. There are at most $L$ values of $N$, so the share of all configurations outside the interval is at most $e^{-\delta L}$ times a power of $L$. It vanishes as $L\to\infty$.

The width follows from expanding $s$ to second order. Near $\theta_*$ the distribution is Gaussian at leading order, with variance $\chi/L$ and $\chi=-1/s''(\theta_*)$. Let $p_2=(3\theta_*-1)/\theta_*$ and $p_3=(1-2\theta_*)/\theta_*$ be the shares of the two distances, and let $\mu=2p_2+3p_3=1/\theta_*$ be the mean distance. Then

$$-s''=\frac1{\theta_*}\left(\frac9{p_2}+\frac4{p_3}-1\right)=\frac{9p_3+4p_2-p_2p_3}{\theta_*\,p_2p_3}.$$

Multiplying $9p_3+4p_2$ by $p_2+p_3=1$ turns the numerator into $4p_2^2+12p_2p_3+9p_3^2=\mu^2$. Hence

$$\chi=\theta_*^3\,p_2p_3=0.0171 .$$

For $L=1000$ the standard deviation of the coverage is $\sqrt{0.0171/1000}=0.0041$. Summing $W(N)$ directly for this length, 98.5% of the configurations lie within 0.01 of $\theta_*$, and a share of $2.2\times10^{-7}$ has a coverage of $\theta_{\rm RSA}$ or more.

Configurations with the RSA coverage are nevertheless numerous. With $s(\theta_*)=0.2812$ and $s(\theta_{\rm RSA})=0.2687$, their number grows as $e^{0.2687L}$, while their share falls as $e^{-0.0125L}$, up to powers of $L$. The process ends in a set that is exponentially large and yet an exponentially small part of the whole.

### The same result from the distances

Dividing the maximum condition by $\theta^3$ gives $p_3^2=p_2^3$. Write $p_2=x^2$; then $p_3=x^3$, and normalization requires

$$x^2+x^3=1,\qquad x=0.7549,\qquad \theta_*=\frac1{2x^2+3x^3}.$$

This has a direct meaning. Draw successive distances $d$ independently with probability $x^d$. A sequence that fills length $L$ has probability $x^{d_1}x^{d_2}\cdots=x^L$, whatever its order and whatever its number of molecules. All jammed configurations of that length are then equally likely, as required. The shares are $p_2=0.570$ and $p_3=0.430$, and the mean distance is 2.430 sites. RSA has a smaller share of distance 3, $(1-2\theta_{\rm RSA})/\theta_{\rm RSA}=0.313$.

The construction also exposes a second false shortcut, which is to give distances 2 and 3 probability $1/2$ each. The coverage would then be $1/2.5=0.400$. A sequence of $N$ distances would have probability $2^{-N}$, which at fixed $L$ favours configurations with few molecules.

If distances 2 and 3 carry extra weights $w_2$ and $w_3$, for instance Boltzmann factors, the same reasoning applies with probabilities $w_dy^d$, where $w_2y^2+w_3y^3=1$. The coverage is then $1/(2w_2y^2+3w_3y^3)$. Since $p_2=w_2y^2$ and $p_3=w_3y^3$, the shares obey $p_3^2/p_2^3=w_3^2/w_2^3$. If this ratio tends to 0, distance 3 disappears and the coverage tends to $1/2$; if it grows without limit, distance 2 disappears and the coverage tends to $1/3$. These are the two ends of the allowed range.

## What the difference means for a deposition step

Consider the first half-cycle of hafnium oxide deposition, in which a hafnium amide adsorbs on the dimer rows of Si(001). The inputs are rough round values: sites 0.38 nm apart in a row, rows 0.76 nm apart, and an assumed effective diameter of 0.60 nm, chosen so that the chain model applies. A molecule then blocks the adjacent sites in its row, but neither the second neighbours nor the other rows. The site density is $1/(0.38\times0.76)=3.463\ \mathrm{nm^{-2}}$. The actual spacings of 0.384 and 0.768 nm give $3.39\ \mathrm{nm^{-2}}$, so the densities and thicknesses below are 2% high; their ratio is unaffected. With one Hf atom per molecule and 28 Hf atoms per nm³ of oxide,

- equal weighting gives $0.4115\times3.463=1.425$ molecules per nm², equivalent to $1.425/28=0.0509$ nm of oxide;
- RSA gives $0.4323\times3.463=1.497$ molecules per nm², equivalent to $0.0535$ nm.

The coverages differ by 0.0208, or 5% of the equal-weight value. If adsorption is irreversible, adsorbed molecules do not move, and every free site is equally likely to be taken next, RSA is the model that applies. The last condition can fail if a weakly bound molecule wanders along the row before it adsorbs, because free sites next to long blocked stretches then catch more molecules. Equal weighting was not derived from any mechanism in the pulse. The difference measures the error of replacing the process by a count of its possible end states.

**Kinetic corrections.** Take 520 K, 0.1 Torr, a molar mass of 355 g/mol and an assumed sticking probability of $10^{-3}$ on a free site. The kinetic-theory flux $p/\sqrt{2\pi mk_BT}$, multiplied by the area per site and the sticking probability, gives 23.6 attempts per second. A pulse of 0.2 s has $\tau=4.72$, and $\theta(\tau)$ is then 0.0012 short of its limit.

Hopping works in the other direction. A molecule can hop one site into a neighbouring distance 3. There are $1-2\theta$ such distances per site, each open to a hop from either side. The hop lengthens the distance behind the molecule by one, to 4 at most, which makes room for at most one more molecule. For an assumed barrier of 1.7 eV and prefactor of $10^{13}\ \mathrm{s^{-1}}$, the hop rate is $3.3\times10^{-4}\ \mathrm{s^{-1}}$ per direction. Counting one added molecule for every hop, with the number of distances 3 taken from the jammed RSA state, gives an upper estimate for the gain in coverage during the pulse: $2(0.135)(3.3\times10^{-4})(0.2)=1.8\times10^{-5}$. The estimate is not a strict count of hops, since somewhat more hops are open before the row jams. As an estimate of the gain it is generous, because in the jammed state a hop makes room only if the distance behind the molecule is already 3. It reaches 0.0208 if the barrier is near 1.4 eV, where the actual gain is still several times smaller. Hopping removes no molecules, so with continued supply it moves the coverage away from 0.411.

Desorption with an assumed barrier of 2.0 eV and prefactor of $10^{15}\ \mathrm{s^{-1}}$ removes $9\times10^{-5}$ of coverage in a purge of 5 s.

**Dead sites.** Let a fraction $c=0.03$ of the sites, placed at random, be unable to adsorb. They cut the row into segments, and a segment of $n$ live sites occurs with density $c^2(1-c)^n$ per site. Summing this density times the mean number of molecules on such a segment gives a coverage, per original site, of 0.4074 for equal weighting within each segment and 0.4281 for RSA. The RSA value also follows from $\theta=\frac12(1-e^{-2u})$ with $u=1-c$, because a dead site is a site that is never tried. Both fall by about 0.004, and their difference stays near 0.021.

**Repulsion.** Give each molecule an assumed dipole of 1 D normal to the surface, without screening. Two molecules 0.76 nm apart repel with 1.42 meV, or 0.032 of the thermal energy. Boltzmann weights $w_2$ and $w_3$ for successive molecules in a row shift the weighted count by $-0.0013$. More distant pairs in the same row, left out here, would lower it slightly further.

For the other rows, use mean field. The energy per site is $J\theta^2$, where $J$ sums the pair energy over the sites of all rows on one side, so that each pair of rows is counted once. A weight $e^{-hN}$ shifts the mean coverage by $-h\chi$ to first order in $h$, and here $h=2J\theta/k_BT$. The result is $-0.0029$. Together the two shifts are a fifth of the difference between the coverages, and to this order they grow as the square of the dipole. They apply to the weighted count. For RSA, one second neighbour would lower an adsorption rate by about 3% if its full repulsion entered the barrier.

**The real surface.** The hard diameter is a weak assumption. A real amide has flexible ligands and can lose some of them on adsorption, so its footprint is not one fixed number. From bond lengths and van der Waals radii, Hf(NMe$_2$)$_4$ is roughly 0.8 to 0.9 nm across parallel to the surface, intact or after losing the one ligand that points to the surface. A diameter below 0.76 nm is therefore plausible only for a smaller fragment, and the numbers above illustrate the model rather than predict the uptake of this precursor. If the effective diameter exceeded 0.76 nm, second neighbours in a row would be blocked as well. The coverage could then not exceed $1/3$, which is below both values discussed here, and the rows would no longer fill independently. The model's 0.05 nm is also about half of the rough 0.1 nm per cycle typical of hafnium oxide growth. That growth takes place on hydroxylated oxide, where reactive sites do not form these rows, so the figure for the first half-cycle should not be carried over to later cycles.
